\section*{Why ionized chalcogen donors have a fourfold Rydberg series}

To turn an absorption line of a chalcogen donor in silicon into an ionization energy, one adds the calculated binding energy of the final $p$ state to the photon energy. The result depends on which binding energy is added: that of an ordinary shallow donor, or four times as much. The host, the effective masses and the dielectric constant are the same for the neutral donor $D^0$ and the ion $D^+$, which suggests one set of $p$ levels for both. The ion refutes this.

\section{A counter-example in silicon}

A substitutional chalcogen has two valence electrons more than the silicon atom it replaces. With both removed, the centre has charge $+2$. The ion $D^+$ keeps one electron; $D^0$ keeps two. Binding energies are counted positive below the ionization limit of the charge state concerned: $D^{2+}$ plus a free electron for $D^+$, and $D^+$ plus a free electron for $D^0$.

Consider one conduction-band valley with its long axis along $z$, parabolic bands and a static dielectric constant $\epsilon$. The rough silicon values are $m_t=0.19$ and $m_l=0.92$, in free-electron masses, and $\epsilon=11.4$. In donor atomic units, $\hbar=m_t=e^2/(4\pi\epsilon_0\epsilon)=1$, an electron bound to a point charge $Z$ has
\begin{equation}
H_Z=-\frac12\left(\partial_x^2+\partial_y^2+g\,\partial_z^2\right)-\frac{Z}{r},
\qquad g=\frac{m_t}{m_l}. \label{eq:H}
\end{equation}
A single donor has $Z=1$; the ion $D^+$ has $Z=2$.

To solve (\ref{eq:H}), put $z=\sqrt g\,z'$. Then $g\,\partial_z^2=\partial_{z'}^2$, and the kinetic energy becomes isotropic. With $r'$ and $\theta$ the spherical coordinates of $(x,y,z')$,
\begin{equation}
r^2=x^2+y^2+g z'^2=r'^2\left[1-(1-g)\cos^2\theta\right],
\end{equation}
so that
\begin{equation}
H_Z=-\frac12\nabla'^2-\frac{Z}{r'\sqrt{1-(1-g)\cos^2\theta}} .
\end{equation}
The potential mixes angular momenta of equal parity and conserves the component $m$ along the axis. Expansion in spherical harmonics and radial polynomials times an exponential gives a matrix to diagonalize. The same radial length scale was used for both charges, so the basis does not impose a ratio between their energies. The binding energies in eV are
\begin{center}
\begin{tabular}{lcc}
state & $Z=1$ & $Z=2$\\
$2p_0$ & 0.01150 & 0.04599\\
$2p_\pm$ & 0.00639 & 0.02556\\
$3p_0$ & 0.00549 & 0.02196\\
$3p_\pm$ & 0.00312 & 0.01247
\end{tabular}
\end{center}
The last digits serve the comparison within the model; the rough input values do not justify them as predictions.

The separation of the first two lines is
\begin{align}
Z=1:&\quad 0.01150-0.00639=0.00511\ \mathrm{eV},\\
Z=2:&\quad 0.04599-0.02556=0.02043\ \mathrm{eV}.
\end{align}
The ratio is four within rounding. The ion therefore does not have the spacing of a single donor, although $m_t$, $m_l$ and $\epsilon$ are held fixed.

The consequence for an ionization energy is direct. Set the ground-state depth of $D^+$ to 0.6 eV for this arithmetic. The model then puts the $2p_\pm$ line at $0.6-0.02556=0.57444$ eV. Adding the binding energy for $Z=1$ gives $0.57444+0.00639=0.58083$ eV, which is 0.01917 eV too low. Adding 0.02556 eV recovers the depth.

\section{The correct statement}

For a point charge $Z$ in a host with constant dielectric response and a parabolic, possibly anisotropic valley, every binding energy is $Z^2$ times the corresponding one for unit charge. The levels of $D^+$ are thus four times those of a single donor. An excited $p$ electron of $D^0$ moves outside an inner electron and sees a charge that tends to one at large distance. Its series is close to that of a single donor, and the ratio of the $D^+$ series to the $D^0$ series is close to four. This second ratio is approximate. It is calculated below only for an isotropic mass, and it does not extend to the ground states.

\section{Proof for the ion}

Let $\mathbf r=\mathbf s/Z$. Each derivative with respect to a component of $\mathbf r$ is $Z$ times the derivative with respect to that component of $\mathbf s$, and $1/r=Z/s$. Hence
\begin{align}
H_Z&=-\frac{Z^2}{2}\left(\partial_{s_x}^2+\partial_{s_y}^2+g\,\partial_{s_z}^2\right)-\frac{Z^2}{s}\nonumber\\
&=Z^2H_1(\mathbf s). \label{eq:scale}
\end{align}
If $\psi_1(\mathbf s)$ is a normalized eigenfunction of $H_1$ with energy $E_1$, then
\begin{equation}
\psi_Z(\mathbf r)=Z^{3/2}\psi_1(Z\mathbf r),\qquad E_Z=Z^2E_1 .
\end{equation}
The factor $Z^{3/2}$ preserves the norm because $d^3r=d^3s/Z^3$. The map can be inverted, so no bound state is gained or lost. One factor of $Z$ in the energy comes from the stronger charge and the other from the smaller orbit.

Nothing in (\ref{eq:scale}) requires $g=1$. Anisotropy splits $2p_0$ from $2p_\pm$, but it does so in the same proportion for both charges. The splitting near $g=1$ can be found by hand. Write
\begin{equation}
H_1=-\frac12\nabla^2-\frac1r+\frac{1-g}{2}\,\partial_z^2 .
\end{equation}
Since $\partial_z^2=-p_z^2$, the binding energy grows to first order by $(1-g)\langle p_z^2\rangle/2$. The virial theorem gives $\langle p^2\rangle/2=1/(2n^2)$ for $g=1$. The fraction of $p^2$ along $z$ is $1/3$ for $1s$, $3/5$ for $2p_0$ and $1/5$ for $2p_\pm$, because a state has the same angular dependence in momentum space as in position space. The increases are therefore
\begin{equation}
\frac{1-g}{6},\qquad \frac{3(1-g)}{40},\qquad \frac{1-g}{40}.
\end{equation}
At $1-g=0.01$ the numerical levels agree with these three shifts to within $3\times10^{-5}$ donor hartree. In silicon $1-g$ is about 0.79, too large to rely on first order, and the table uses the full matrix.

The scaling fails when the Hamiltonian contains another fixed length or energy. With an added potential $U(\mathbf r)$, the same substitution gives
\begin{equation}
H_Z+U=Z^2\left[H_1(\mathbf s)+\frac{1}{Z^2}\,U(\mathbf s/Z)\right]. \label{eq:break}
\end{equation}
The bracket now depends on $Z$. A central-cell potential of fixed radius is of this kind; a dielectric response that varies with distance has the same effect.

\section{Why the neutral donor shows charge one}

For the two-electron problem take an isotropic mass $m$, and use it in place of $m_t$ in the atomic units. Then
\begin{equation}
H=\sum_{i=1}^{2}\left(-\frac12\nabla_i^2-\frac{2}{r_i}\right)+\frac{1}{r_{12}} .
\end{equation}
Let electron 1 be in the inner orbital and electron 2 far outside. For $r_2>r_1$,
\begin{equation}
-\frac{2}{r_2}+\frac1{r_{12}}
=-\frac1{r_2}+\frac{\mathbf r_1\cdot\hat{\mathbf r}_2}{r_2^2}+\cdots .
\end{equation}
The inner orbital has definite parity, so the average of the dipole term vanishes. The leading attraction is that of charge one.

The potential at finite distance follows from the inner density. For charge two the $1s$ density is $(8/\pi)e^{-4r}$, and the electron charge within radius $r$ is
\begin{align}
Q(r)&=32\int_0^r t^2e^{-4t}\,dt\nonumber\\
&=1-e^{-4r}(1+4r+8r^2).
\end{align}
The shells outside $r$ contribute
\begin{equation}
32\int_r^\infty t e^{-4t}\,dt=(8r+2)e^{-4r}
\end{equation}
to the repulsive potential. Adding $Q/r$, the outside shells and the core attraction gives
\begin{align}
V(r)&=-\frac2r+\frac{Q(r)}r+(8r+2)e^{-4r}\nonumber\\
&=-\frac1r-\left(\frac1r+2\right)e^{-4r}. \label{eq:screen}
\end{align}
At large $r$ this is $-1/r$. At small $r$ it tends to $-2/r+2$: the full core charge acts, and the constant is the repulsion from the surrounding electron cloud.

A $2p$ electron rarely enters the inner region. Its unperturbed radial probability density for charge one is $r^4e^{-r}/24$, and the short-range part of (\ref{eq:screen}) shifts its energy to first order by
\begin{align}
\Delta E&=-\frac1{24}\int_0^\infty r^4\left(\frac1r+2\right)e^{-5r}\,dr\nonumber\\
&=-\frac1{24}\left(\frac{3!}{5^4}+\frac{2\cdot4!}{5^5}\right)
=-0.00104 .
\end{align}
Relative to the binding energy $1/8$, this is an increase of 0.83 percent. The first-order energy is the expectation value in a trial state, so the true increase in this potential cannot be smaller. Numerical solution gives 0.92 percent.

Exchange must be added to this static picture. For the spatial function $[\phi_s(1)\phi_p(2)\pm\phi_p(1)\phi_s(2)]/\sqrt2$, the repulsion contains $\pm K$, where
\begin{equation}
K=\iint\frac{\rho(\mathbf r_1)\rho(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2,
\qquad \rho=\phi_s\phi_p ,
\end{equation}
for real orbitals. $K$ is positive, being twice the electrostatic self-energy of the density $\rho$. The upper sign belongs to the singlet and the lower to the triplet, so at this order the triplet is more strongly bound.

A two-electron calculation with $sp$ and $pd$ configurations includes exchange and the response of the inner electron. Its levels can be written
\begin{equation}
B_n(D^0)=\frac{1}{2(n-\delta_n)^2},
\end{equation}
where $\delta_n$ is the quantum defect. Since $B_n(D^+)=2/n^2$,
\begin{equation}
\frac{B_n(D^+)}{B_n(D^0)}
=4\left(1-\frac{\delta_n}{n}\right)^2. \label{eq:ratio}
\end{equation}
For the $2p$ singlet, $\delta_2=-0.0106$ and the ratio is $4(1+0.0053)^2=4.04$. For the $2p$ triplet, $\delta_2=0.0619$ and the ratio is $4(1-0.03095)^2=3.76$. These defects are not converged in angular momentum: adding $df$ and $fg$ configurations moves them to $-0.0095$ and $0.0623$, which leaves the singlet ratio at 4.04 and lowers the triplet ratio to 3.75. At $4p$ the ratios in the finite basis used are 4.03 and 3.87, with the last digit uncertain. If the defects stay bounded, (\ref{eq:ratio}) tends to four as $n$ grows.

The singlet defect changes from $-0.0106$ at $2p$ to $-0.0155$ at $4p$. Part of this drift may come from the finite basis, because an energy error is multiplied by about $n^3$ when it is converted to a defect. A different radial basis with the same configurations gives $-0.0144$ at $4p$, and adding $df$ and $fg$ configurations gives $-0.0132$, so the $4p$ defect is uncertain by at least 0.002 and the size of the real variation is not fixed here.

Without spin-orbit coupling, light takes the singlet ground state of $D^0$ to singlet $p$ states. The singlet ratios are then the relevant ones, and they lie within about 1 percent of four. This number belongs to the isotropic model without a central cell. With anisotropic masses the far field is still that of charge one, but in a one-valley model the inner charge cloud also has a quadrupole moment, whose effect was not calculated. A ground state built symmetrically from all six valleys has no such moment.

\section{The ground states do not follow the factor four}

In the ground state of $D^0$ both electrons occupy the inner region, and neither screens the other as a distant outer electron is screened. With the donor Rydberg defined as half a donor hartree, the isotropic model with $s$ and $p$ functions gives a first ionization energy of 1.80 donor Rydbergs; functions up to angular momentum four raise it to 1.807, which lowers the ratio below from 2.22 to 2.21. The ion needs four. The ratio is
\begin{equation}
\frac{4}{1.801}=2.22 .
\end{equation}
A ratio near two between the two ground-state depths is therefore compatible with a ratio near four between the excited series. The two ratios concern different charge distributions.

Real chalcogen ground states are also much deeper than this model allows. The mean mass $3/(2/m_t+1/m_l)=0.258$ gives a donor Rydberg of 0.0270 eV and a $D^+$ depth of $4\times0.0270=0.108$ eV, against roughly 0.6 eV for selenium in silicon. The anisotropic one-valley model gives 0.125 eV, so anisotropy explains little of the difference. Both models leave out the coupling between silicon's six valleys and the short-range potential of the central cell.

To see what such a potential does to the excited states, add to the isotropic $D^+$ problem a square well of radius 2.4 angstrom, and adjust its depth until the ground state lies at 0.6 eV. This requires 6.1 eV. The $2s$ binding energy rises from 0.0270 to 0.0487 eV, by 80 percent, whereas the $2p$ binding energy changes by 0.08 percent. Near the origin the radial probability density of an $s$ state varies as $r^2$ and that of a $p$ state as $r^4$. Within a small radius $R$ the probabilities therefore vary as $R^3$ and $R^5$. The quadrupling survives for $p$ states because they avoid the region where the extra term in (\ref{eq:break}) acts.

The well also contracts the inner orbital. If the static screening calculation is repeated with the contracted orbital, the penetration correction to the $2p$ level of $D^0$ falls from 0.92 to 0.013 percent. The direct action of the same well on a charge-one $2p$ state is 0.010 percent. These figures contain neither exchange nor polarization. It is plausible that exchange also falls when the inner orbital shrinks, but this was not calculated.

\section{Use in real silicon}

For sulfur and selenium in silicon the ground-state depths are roughly 0.3 eV for $D^0$ and 0.6 eV for $D^+$. The second is more than half the band gap, so effective-mass theory cannot be trusted for that state, and the fitted well is no prediction of it. The $p$ states are better suited to the theory because they are large. In the isotropic model the mean $2p$ radius is 116.8 angstrom (11.68 nm) for charge one and 58.4 angstrom (5.84 nm) for charge two, many times the well radius. Replacing $\epsilon=11.4$ by 11.7 lowers all Coulomb binding energies by 5 percent, because they vary as $\epsilon^{-2}$. The ratio of the two series is unchanged if both are computed with the same $\epsilon$.

Temperature and donor density set further conditions. The thermal energy is 0.00086 eV at 10 K, below the charge-one $3p_\pm$ binding of 0.00312 eV. At 300 K it is 0.0259 eV, comparable with the $D^+$ binding in $2p_\pm$. For randomly placed donors at $10^{15}\ \mathrm{cm^{-3}}$ the median distance to the nearest neighbour is 549 angstrom. This exceeds both $2p$ radii, but higher states are larger. The hydrogenic mean radius for charge one is $(3n^2-2)/2$ donor Bohr radii for $p$ states, hence 5 for $2p$ and 12.5 for $3p$. The isotropic $3p$ radius is thus $2.5\times116.8=292$ angstrom. In the anisotropic valley the mean radii for charge one are 125 angstrom for $2p_\pm$ and 265 angstrom for $3p_\pm$, and smaller for the $p_0$ states. The $3p_\pm$ radius is about half the median distance, and the isolated-donor picture is less secure there.

The model also assumes that there is no external electric field, which is not true in the depletion region of a junction. Along the field direction the potential energy is $-Zc/r-Fr$, with $c=e^2/(4\pi\epsilon_0\epsilon)$ and $F$ the force on the electron. Its maximum satisfies $Zc/r^2=F$ and has the value $-2\sqrt{ZcF}$. This barrier top reaches a level of binding energy $B$ when
\begin{equation}
F=\frac{B^2}{4Zc}. \label{eq:field}
\end{equation}
From charge one to charge two $B^2$ grows by 16 and $Z$ by 2, so the field grows by 8. For $2p_\pm$ the values are about 810 and 6500 V/cm; for $3p_\pm$ they are about 190 and 1500 V/cm. A depletion region with a field of $10^4$ V/cm exceeds all four. Take the $2p_\pm$ levels. Because the barrier is lowered in proportion to $\sqrt F$, its top then lies $0.00639\sqrt{10^4/808}=0.022$ eV below the zero-field limit for charge one, and $0.02556\sqrt{10^4/6466}=0.032$ eV below it for charge two. Equation (\ref{eq:field}) gives a scale and is no ionization threshold: it omits tunnelling, the shift of the levels and the motion across the field. At $10^4$ V/cm, 1.55 times its value from (\ref{eq:field}), the $2p_\pm$ level of $D^+$ survives as a narrow resonance when the field lies along the valley axis, shifted by 1.5 percent of its binding energy with a width of about $2\times10^{-5}$ of it; for an isotropic mass at the same multiple the shift is 2.7 percent and the width 0.2 percent. The other three levels lie much further above their barrier tops. The zero-field series should then not be used to assign lines. Charged neighbours produce fields too, and the ions $D^+$ are themselves such charges. One elementary charge at 549 angstrom gives about 420 V/cm, which is above the $3p_\pm$ value for charge one.

At low temperature, low field and low donor density, the assignment can start from line separations within one charge state. The unknown ground-state depth cancels in
\begin{equation}
h\nu(3p_\pm)-h\nu(2p_\pm)=B(2p_\pm)-B(3p_\pm).
\end{equation}
The model gives 0.0033 eV for a single donor, which approximates $D^0$, and 0.0131 eV for $D^+$. One separation alone can mislead: the table puts the $2p_\pm$ and $3p_0$ lines of $D^+$ 0.0036 eV apart, close to the value for a single donor. Once several separations fit one series and not the other, the $p$ binding energy of that same charge state is added to the photon energy.

\section*{Computed results}
\begin{verbatim}
Rough Si masses mt, ml: 0.19, 0.92 m_e
Rough low-temperature eps: 11.4
Anisotropic model bindings: charge 1, charge 2, ratio
1s: 0.03123 eV, 0.12492 eV, 4.0000
2p0: 0.01150 eV, 0.04599 eV, 4.0000
2p+-: 0.00639 eV, 0.02556 eV, 4.0000
3p0: 0.00549 eV, 0.02196 eV, 4.0000
3p+-: 0.00312 eV, 0.01247 eV, 4.0000
2p0 to 2p+- spacing: 0.00511, 0.02043 eV
2p+- to 3p+- spacing: 0.00327, 0.01309 eV
Isotropic two-electron model: ion/neutral binding ratios
2p singlet, triplet: 4.042, 3.756
2p defects: -0.0106, 0.0619
3p singlet, triplet: 4.033, 3.827
3p defects: -0.0126, 0.0656
4p singlet, triplet: 4.029, 3.869
4p defects: -0.0155, 0.0647
Ground depth ratio, no central cell: 2.221
Neutral ground depth: 1.801 donor Rydberg
Isotropic mean mass: 0.2583 m_e
Isotropic donor Rydberg: 0.02704 eV
Isotropic D+ 1s without well: 0.1082 eV
Rough fitted D+ ground depth: 0.6 eV
Well radius, depth: 2.4 angstrom, 6.084 eV
D+ 2s binding without, with well: 0.02704, 0.04873 eV
D+ 2s, 2p relative well shifts: 80.18, 0.078 percent
Charge-1 2p well shift: 0.010 percent
D0 2p penetration, bare core: 0.917 percent
D0 2p penetration, fitted core: 0.013 percent
Mean 2p radius, charge 1: 116.8 angstrom = 11.68 nm
Mean 2p radius, charge 2: 58.4 angstrom = 5.84 nm
Classical 2p+- fields, charge 1, 2: 808, 6466 V/cm
Thermal energy at 10 K, 300 K: 0.00086, 0.02585 eV
Chosen donor density: 1.0e+15 cm^-3
Median nearest donor distance: 549 angstrom
Binding decrease if eps=11.7: 5.06 percent
\end{verbatim}
